# Interchange theorem for the Sternheimer antishielding factor

## The decision

To calculate the quadrupole antishielding factor $\gamma_\infty$ of an ion, one must choose which perturbation to give the response code. The nuclear quadrupole produces a field $r^{-3}$ that is singular at the nucleus; a distant charge produces a field $r^2$ that grows outward. If both give the same $\gamma_\infty$, one calculation suffices, the easier field may be used, and the other becomes a check. The equality is proved here for a closed-shell core, together with the conditions it needs.

Hartree atomic units are used. The core is spherical and nonrelativistic, the nucleus is a fixed point, and each perturbation is kept to first order. The electrons move in a common local potential $V(r)$.

## Two definitions of one factor

Let the nuclear charge density $\rho_n$ be axial about $z$, with $Q=\int\rho_n(3z^2-r^2)\,d^3r$. Its quadrupole potential is $QP_2(\cos\theta)/(2r^3)$. A charge $q$ at distance $R$ on the $z$ axis gives, for $r<R$, the potential $q\sum_l r^lP_l/R^{l+1}$. An electron has charge $-1$, so the two quadrupole energies are

$$-\frac Q2\,A(r)P_2,\qquad -\frac q{R^3}\,B(r)P_2,\qquad A=r^{-3},\quad B=r^2 .$$

A spherical closed shell answers an $l=2$ field, at first order, with an $l=2$ density. The other multipoles of $q$ therefore do not enter the energy proportional to $Qq$.

Let $\delta\rho_W$ be the change of electron number density per unit strength of the energy $W(r)P_2$, and define

$$M_A=\int\delta\rho_A\,r^2P_2\,d^3r,\qquad M_B=\int\delta\rho_B\,r^{-3}P_2\,d^3r .$$

**Nuclear road.** The density change is $-(Q/2)\delta\rho_A$, so the charge change is $+(Q/2)\delta\rho_A$. Since $3z^2-r^2=2r^2P_2$, its quadrupole moment is $QM_A$. From far away one sees $Q(1+M_A)\equiv Q(1-\gamma_A)$.

**Distant road.** The bare potential $q(3z^2-r^2)/(2R^3)$ has the gradient $V_{zz}=2q/R^3$. The induced charge is $(q/R^3)\delta\rho_B$, and a unit charge at $(r,\theta)$ contributes $2P_2/r^3$ to $V_{zz}$ at the origin. The total is $(2q/R^3)(1+M_B)\equiv(2q/R^3)(1-\gamma_B)$.

Thus $\gamma_A=-M_A$ and $\gamma_B=-M_B$. Positive $\gamma$ means shielding and negative $\gamma$ antishielding. The claim is $M_A=M_B$. The part of the interaction energy proportional to $Qq$ is then $(Qq/2R^3)(1-\gamma_\infty)$, whichever partner is regarded as polarizing the core.

## The radial first-order equation

Write an occupied orbital as $(u_0/r)Y_{l_0m}$, with energy $E$ and

$$h_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+V(r).$$

First-order perturbation theory reads $(E-h)\delta\psi=(WP_2-E_1)\psi_0$. The operator $P_2$ conserves $m$, so the orbitals of definite $m$ are correct zeroth-order states of the degenerate shell. Expand $\delta\psi=\sum_l c_l(\delta u_l/r)Y_{lm}$ with $c_l=\langle lm|P_2|l_0m\rangle$. Since $E_1=c_{l_0}\langle W\rangle$, the factor $c_l$ cancels:

$$(E-h_l)\,\delta u_W=(W-\delta_{ll_0}\langle W\rangle)\,u_0,\qquad \int u_0\,\delta u_W\,dr=0\ \text{ if } l=l_0. \tag{1}$$

The orthogonality follows from normalization. Mixing between two different filled orbitals $i,j$ leaves the density unchanged, because their contributions carry $1/(E_i-E_j)$ and $1/(E_j-E_i)$.

For any radial function $F$, the density change contributes $2\,\mathrm{Re}\langle\psi_0|FP_2|\delta\psi\rangle$ per electron. With two spins,

$$\int\delta\rho_W FP_2\,d^3r=\int N_WF\,dr,\qquad N_W=\sum C(l_0,l)\,u_0\,\delta u_W,\qquad C=4\sum_m c_l^2 .$$

The element $c_l$ is, up to sign, $\sqrt{(2l_0+1)(2l+1)}$ times two $3j$ symbols, one with zero projections and one with $(-m,0,m)$. The squares of the second sum over $m$ to $1/5$, so

$$C(l_0,l)=\frac45(2l_0+1)(2l+1)\begin{pmatrix}l_0&2&l\\0&0&0\end{pmatrix}^2 .$$

The squared symbols are $1/5$, $2/15$ and $3/35$ for s→d, p→p and p→f. Hence $C=4/5$, $24/25$ and $36/25$.

## The interchange

Take one channel. If $l=l_0$, $\delta u_A$ is orthogonal to $u_0$, so $\langle B\rangle u_0$ may be subtracted freely. Equation (1) for $B$ then gives

$$\int\delta u_A\,B\,u_0\,dr=\int\delta u_A\,(E-h_l)\,\delta u_B\,dr ,$$

and the same holds with $A$ and $B$ exchanged. In the difference, the centrifugal term, $V$ and $E$ cancel. The kinetic term leaves a total derivative:

$$\int(\delta u_AB-\delta u_BA)u_0\,dr=\frac12\Big[\delta u_A\,\delta u_B'-\delta u_B\,\delta u_A'\Big]_0^\infty . \tag{2}$$

At infinity bound-state decay removes the bracket. The origin needs care because $A$ is singular.

Let $u_0\simeq a\,r^{l_0+1}$. The source in (1) for $A$ begins as $a\,r^{l_0-2}$. Insert $\delta u_A\simeq c\,r^{l_0}$ and keep the leading power:

$$\frac12\big[l_0(l_0-1)-l(l+1)\big]c=a\quad\Rightarrow\quad c=-\frac{2a}{l(l+1)-l_0(l_0-1)} .$$

So $c/a=-1/3$, $-1$ and $-1/6$ for s→d, p→p and p→f. For s→d, $\delta u_A$ does not vanish at the nucleus.

For $B$ the source is weak at the origin, and the regular solution $\delta u_B\simeq b\,r^{l+1}$ leads. The bracket at small $r$ is therefore

$$\frac12\big(\delta u_A\delta u_B'-\delta u_B\delta u_A'\big)\simeq\frac12\,cb\,(l+1-l_0)\,r^{l_0+l}\to0 ,$$

since $l_0+l\ge2$ in these channels. Each channel contributes equally to $M_A$ and $M_B$, and the uncoupled theorem is proved for cores of s and p shells. For $l_0\ge2$ there is also $l=l_0-2$. There both functions start as $r^{l_0-1}$, and the bracket again vanishes, at least as fast as $r^{2l_0-3}$.

The inner boundary condition is part of the theorem. If a solver admits a piece $d\,r^{-l}$ into $\delta u_A$, the bracket at the origin becomes $\frac12(2l+1)db$, which is finite, and the two roads disagree.

The theorem concerns the term linear in $Q$. The energy of order $Q^2$ contains $\int\delta u_A\,r^{-3}u_0\,dr$, whose s→d integrand behaves as $r^{-2}$. It diverges for a point nucleus, so that term would need a nucleus of finite size.

## A case solved by both roads

Let two 1s electrons move in $V=-Z/r$ without interacting. Then $u_0\propto re^{-Zr}$ and $u_0'/u_0=1/r-Z$. Put $\delta u=Fu_0$ in (1) with $l=2$. Because $(E-h_0)u_0=0$, what remains is

$$\frac12F''+F'\Big(\frac1r-Z\Big)-\frac{3F}{r^2}=W .$$

*Distant charge*, $W=r^2$. Try $F=\alpha r^3+\beta r^2$. The constant terms are $\beta+2\beta-3\beta=0$. The terms in $r$ are $3\alpha+3\alpha-3\alpha-2Z\beta$, and the term in $r^2$ is $-3Z\alpha$. Hence $\alpha=-1/(3Z)$ and $\beta=3\alpha/(2Z)=-1/(2Z^2)$. With $\langle1/r\rangle=Z$,

$$\gamma_B=-\frac45\langle Fr^{-3}\rangle=\frac45\Big(\frac1{3Z}+\frac{Z}{2Z^2}\Big)=\frac2{3Z}.$$

*Nuclear quadrupole*, $W=r^{-3}$. Try $F=\alpha/r+\beta$. The terms in $r^{-3}$ are $\alpha-\alpha-3\alpha=-3\alpha$, and those in $r^{-2}$ are $Z\alpha-3\beta$. Hence $\alpha=-1/3$ and $\beta=-Z/9$. With $\langle r\rangle=3/(2Z)$ and $\langle r^2\rangle=3/Z^2$,

$$\gamma_A=-\frac45\langle Fr^2\rangle=\frac45\Big(\frac{1}{2Z}+\frac{1}{3Z}\Big)=\frac2{3Z}.$$

The first-order functions look quite different, yet the integrals agree. For $Z=3$ the value is $0.2222$, and both numerical roads reproduce it to the seven digits printed.

## Why some channels shield and others antishield

In the uncoupled model the signs for a nodeless $u_0>0$ can be derived.

**Change of $l$ (1s→d, 2p→f).** Let $w=-\delta u_B$, so that $(h_l-E)w=r^2u_0>0$. Suppose $w<0$ on some interval and $w=0$ at its ends. Multiply by $w$ and integrate over the interval. The right side is negative. The left side is the expectation value of $h_l-E$ in a trial function, and it is positive because the lowest level of $h_l$ lies above $E$. This is a contradiction, so $w\ge0$, and the contribution $C\int u_0w\,r^{-3}dr$ to $\gamma$ is positive: the channel shields.

**Same $l$ (2p→p).** Put $\delta u_B=Fu_0$ in (1) and multiply by $u_0$:

$$\frac12(u_0^2F')'=(r^2-\langle r^2\rangle)u_0^2 .$$

The integral of the right side from $0$ to $r$ starts at zero, first falls, then rises, and returns to zero at infinity. It is negative in between, so $F$ decreases with $r$. Since $\int u_0^2F\,dr=0$,

$$\int u_0^2Fr^{-3}dr=\frac12\iint u_0^2(r)u_0^2(r')\,[F(r)-F(r')]\,[r^{-3}-r'^{-3}]\,dr\,dr'>0 ,$$

because both brackets have the same sign. The contribution to $\gamma$ is negative: the channel antishields. Physically, orbitals of different $m$ contract or expand radially by different amounts, and the factor $r^{-3}$ weights the resulting imbalance near the nucleus.

## Self-consistent response

In a Kohn–Sham core the induced density changes the potential. If $\delta\rho=\delta\rho_2(r)P_2$, integration over angles gives $N=(4\pi/5)r^2\delta\rho_2$. With exchange-only LDA, $v_x=-(3\rho/\pi)^{1/3}$, the induced field is

$$(KN)(r)=\int N(r')\frac{r_<^2}{r_>^3}\,dr'+\frac{v_x}{3\rho}\,\frac{5N(r)}{4\pi r^2}.$$

The first term has a kernel symmetric in $r$ and $r'$, and the second is local. With $(f,g)=\int fg\,dr$, it follows that $(N,KN')=(N',KN)$.

Let $\chi_0$ turn a field into its uncoupled density. The interchange proof gives $(F,\chi_0G)=(G,\chi_0F)$. It also covers the induced fields here, since they are less singular than $r^{-3}$ at the origin. The coupled densities satisfy $N_W=\chi_0(W+KN_W)$. Apply the symmetry of $\chi_0$ to the two total fields:

$$(B+KN_B,\,N_A)=(A+KN_A,\,N_B).$$

The terms containing $K$ are equal and cancel, leaving $(B,N_A)=(A,N_B)$, that is, $M_A=M_B$.

Two consequences matter in practice. First, the cancellation occurs in the sum over channels, so single coupled channels need not agree. Second, with the uncoupled density $N_A^0=\chi_0A$,

$$(N_A^0,\,B+KN_B)=(A,\,\chi_0(B+KN_B))=(A,N_B)=-\gamma_\infty .$$

The dressing may be put on one side, but it must be put on once. Comparing an uncoupled nuclear result with a coupled external one compares two models.

## Na⁺ on a radial grid

The core $1s^22s^22p^6$ was solved self-consistently in exchange-only LDA. The grid has 161 Chebyshev points in $\ln r$, from $2\times10^{-5}$ to 15 bohr, and the differential equations are imposed at the points.

With a symmetric matrix for $h_l$ and the same matrix on both roads, the equality would be an algebraic identity of the discretization and would test nothing about the grid. The matrices used here are not symmetric. The unknowns also differ: $\delta u_A/r^{l_0}$ on one road and $\delta u_B/r^{l_0+1}$ on the other.

Near the origin, the computed $r\,\delta u_A/u_0$ is $-0.3333$, $-1.0012$ and $-0.1667$ for s→d, p→p and p→f, against the derived $-1/3$, $-1$ and $-1/6$. Per unit strength of $A$ this ratio carries the unit $m/\hbar^2$, so it is a pure number in atomic units. The fitted powers of $r$ also agree with $l_0$ and $l+1$ to within 0.01.

The uncoupled channels agree on the two roads to all printed digits:

| Channel | Uncoupled, both roads | Coupled, nuclear | Coupled, distant |
|---|---:|---:|---:|
| 1s→d | 0.0644 | 0.0637 | 0.1560 |
| 2s→d | 0.2385 | 0.1771 | 0.2267 |
| 2p→p | −6.3326 | −6.0142 | −6.2171 |
| 2p→f | 0.3217 | 0.2506 | 0.3115 |
| Total | −5.7080 | −5.5229 | −5.5229 |

The uncoupled sum is $0.0644+0.2385+0.3217-6.3326=-5.7080$. The signs of the three nodeless channels are those derived above. The 2s orbital has a node, so that argument does not fix its sign; the calculation finds shielding.

In the coupled case the 1s→d entries differ by more than a factor of two, yet the totals differ by only $1.2\times10^{-7}$, about $2\times10^{-8}$ of $|\gamma_\infty|$. A channel analysis of a coupled $\gamma_\infty$ therefore depends on the road and should name it. The mixed formula with $N_A^0$ gives the same total. Self-consistency lowers $|\gamma_\infty|$ by $0.185$, or 3.2% of the uncoupled value.

A separate calculation did not use equation (1). It diagonalized the orbitals in fields $\pm10^{-4}r^2P_2$ and took the difference of $\langle r^{-3}P_2\rangle$. In the coupled case the induced exchange potential came from angular quadrature of the full cube root, with the spherical part of $V$ held fixed. The results are $-5.70802$ and $-5.52288$, in agreement with the table.

These digits test the equality, not the ion. Correlation, relativity and nonlocal exchange are absent. Adding LDA correlation (VWN) alone moves $\gamma_\infty$ to about $-5.37$; the effect of the other two was not calculated. As a statement about Na⁺ in this model, $\gamma_\infty\approx-5.5$ is enough.

## How distant is distant?

For a charge at finite $R$, the quadrupole field $r^2$ becomes $R^3r_<^2/r_>^3$, where $r_<$ and $r_>$ are the smaller and larger of $r$ and $R$. The interchange then gives

$$-\gamma(R)=\int_0^RN_A\,r^2\,dr+R^5\int_R^\infty N_A\,r^{-3}\,dr .$$

When the core density beyond $R$ is negligible, the second term vanishes and the first becomes $M_A$. One nuclear-road calculation thus supplies $\gamma$ at every distance. The coupled values are:

| $R$ (bohr) | $\gamma(R)$ |
|---:|---:|
| 1.0269 | −0.431 |
| 2.0688 | −4.326 |
| 4.1217 | −5.511 |
| 5.9275 | −5.523 |

At 4.12 bohr the departure from $\gamma_\infty$ is $0.012$, or 0.2% of $|\gamma_\infty|$. At 1.03 bohr the charge sits inside the core and most of the antishielding is gone. The values describe the linear quadrupole response alone; a real neighbour at such distances would also overlap and exchange electrons with the ion.

The field of a point charge has a kink at $r=R$, which a smooth polynomial grid represents poorly. The distant road was therefore tested with the field $R^3r_<^2/r_>^3$ averaged over $R$ with a Gaussian weight of width 0.2 in $\ln R$, normalized and integrated in $dR$; the measure $dR$ moves the centre of the weight outward by $0.2^2=0.04$ in $\ln R$. Its response must equal the same average of $\gamma(R)$, and it does to the printed digits at all four distances. The averages are not the point values: around 1.0269 bohr the average is $-0.765$ against the point value $-0.431$. Around 2.0688 bohr the two nearly coincide, $-4.324$ and $-4.326$, but only because the outward shift of the weight offsets the curvature of $\gamma(R)$; with the measure $d\ln R$ the average there would be $-4.16$. The point values in the table come from the nuclear road alone; the distant road tests only the averages.

## The field gradient at the nucleus

Place a unit positive charge at $R=10$ bohr, outside the core. Without the core,

$$V_{zz}=\frac{2}{10^3}=0.002000\ \text{a.u.}$$

The core multiplies this by $1-\gamma_\infty=6.523$:

$$V_{zz}=0.002000\times6.523=0.01305\ \text{a.u.}=1.27\times10^{20}\ \mathrm{V/m^2}.$$

The digits belong to the exchange-only LDA model; how far the real ion departs from them was not calculated. This is the part linear in $q$. The dipole field of the same charge, acting twice, also produces a quadrupole density, but that effect is of order $q^2$ and lies outside $\gamma_\infty$. It is not negligible here: in the same model the $q^2$ part is about $5.6\times10^{-4}$ a.u. for a unit charge at 10 bohr, some 4% of the linear part, so the full gradient for $q=+1$ is near $0.0136$ a.u.

For production work, the external field $r^2$ is the more convenient choice: its first-order functions are regular at the nucleus. The nuclear field is preferable when $\gamma(R)$ is wanted at many distances. Running both, with the same core potential and the same kernel, tests the symmetry of the response kernel. It tests the inner boundary condition and the grid only if the discretization does not build the equality in; with one symmetric matrix on both roads, as in a basis-set code, the two agree however poor the basis. A wrong but symmetric kernel would pass, because its terms cancel in the proof; the value of the kernel needs a separate check such as the finite-field calculation. Nor does the comparison test the electronic model, which both roads share.

## Computed results

```
Grid: 161 points, r from 2e-05 to 15 bohr
Bare 1s2 core, Z = 3: formula gamma = 0.2222222
  nuclear road 0.2222222, distant road 0.2222222
Na+ core, exchange-only LDA
  orbital energy 1s = -37.92278 hartree
  orbital energy 2s = -2.28182 hartree
  orbital energy 2p = -1.27903 hartree
  total energy = -160.4653 hartree
  virial sum 2T+V = -2.3e-05 hartree
  2p average of r^-3 = 17.4434 bohr^-3
  2p average of r^2 = 0.8494 bohr^2
Angular factors C (dimensionless)
  s->d 0.8000, p->p 0.9600, p->f 1.4400
Near origin: r*du_A/u0 (bohr), power of du_A, power of du_B
  1s->d: -0.3333, -0.003, 2.998
  2s->d: -0.3333, -0.003, 2.998
  2p->p: -1.0012, 1.009, 1.998
  2p->f: -0.1667, 0.998, 3.999
Uncoupled gamma (dimensionless): nuclear road, distant road
  1s->d: 0.064388, 0.064388
  2s->d: 0.238530, 0.238530
  2p->p: -6.332646, -6.332646
  2p->f: 0.321708, 0.321708
  total: -5.708020, -5.708020
  difference of totals: 1.3e-07
Coupled gamma (dimensionless): nuclear road, distant road
  1s->d: 0.063659, 0.155975
  2s->d: 0.177085, 0.226651
  2p->p: -6.014233, -6.217051
  2p->f: 0.250610, 0.311547
  total: -5.522878, -5.522878
  difference of totals: 1.2e-07
Coupled gamma from uncoupled N_A and dressed B: -5.522878
Finite field strength = 1e-04 hartree/bohr^2
  finite-field gamma: uncoupled -5.70802, coupled -5.52288
Charge at finite R; averages use width 0.2 in ln R
  R (bohr): point gamma(R); average by nuclear road, charge road
  1.0269: -0.43087; -0.76513, -0.76513
  2.0688: -4.32577; -4.32408, -4.32408
  4.1217: -5.51082; -5.49095, -5.49095
  5.9275: -5.52277; -5.52160, -5.52160
Unit positive charge at R = 10 bohr
  amplification 1-gamma = 6.5229
  V_zz without core = 0.002000 a.u.
  V_zz with core = 0.013046 a.u. = 1.2677e+20 V/m^2
```
